# Is the heavy hole heavy in the plane of a quantum well?

**Question**

I am modelling holes in a symmetric [001] quantum well with the Luttinger parameters \(\gamma_1=7\), \(\gamma_2=1.5\), \(\gamma_3=2\). The bulk heavy-hole mass along [001] is \(1/(\gamma_1-2\gamma_2)=0.25\) electron masses. The crystal is cubic, so the mass along [100] must be the same. The lowest subband, HH1, is a heavy-hole subband, and I therefore gave it an in-plane mass of 0.25.

A colleague draws HH1 rising more steeply with in-plane wave vector than the light-hole subband LH1, so that the two parabolas meet. That seems to contradict both the name and the cubic symmetry. Which in-plane mass is right, and what happens where the parabolas meet?

**Answer**

Your bulk masses are correct, but they do not carry over to the subband. In a [001] well, "heavy" describes the motion of the \(J_z=\pm3/2\) states along \(z\). In the plane the same states are light. The parabolas your colleague draws are only a starting point, however, because coupling between subbands changes them, including their curvature at the subband edge.

**The Hamiltonian and its diagonal masses**

I use atomic units, count hole energies as positive, and take an unstrained well with hard walls at \(z=0\) and \(z=L\). The split-off band is assumed remote, which leaves the four states of \(J=3/2\). I also assume \(\gamma_2>0\) and \(\gamma_1>2\gamma_2\). With \(\{A,B\}=(AB+BA)/2\), the Luttinger-Kohn Hamiltonian is

\[
2H=\left(\gamma_1+\tfrac52\gamma_2\right)\mathbf k^2-2\gamma_2\sum_i k_i^2J_i^2-4\gamma_3\sum_{i<j}\{k_i,k_j\}\{J_i,J_j\}.
\]

Let the in-plane wave vector \(k\) point along [100]. The diagonal elements of \(J_x^2\) and \(J_y^2\) are equal in the \(J_z\) basis, and \(J_x^2+J_y^2+J_z^2=15/4\). Hence

- for \(J_z=\pm3/2\): \(J_z^2=9/4\), and the diagonal element of \(J_x^2\) is \(3/4\);
- for \(J_z=\pm1/2\): \(J_z^2=1/4\), and the diagonal element of \(J_x^2\) is \(7/4\).

Inserting these values gives the diagonal energies

\[
P_H=\tfrac12\left[(\gamma_1+\gamma_2)k^2+(\gamma_1-2\gamma_2)k_z^2\right],
\]
\[
P_L=\tfrac12\left[(\gamma_1-\gamma_2)k^2+(\gamma_1+2\gamma_2)k_z^2\right].
\]

For example, the first coefficient is \(\gamma_1+\frac52\gamma_2-2\gamma_2\cdot\frac34=\gamma_1+\gamma_2\). The unmixed in-plane masses are therefore \(1/8.5=0.1176\) for the heavy hole and \(1/5.5=0.1818\) for the light hole. The order is reversed relative to the \(z\) direction, where the masses are 0.25 and 0.10.

There are two kinds of off-diagonal element. From \(J_x=(J_++J_-)/2\),

\[
\langle\tfrac32|J_x^2|{-\tfrac12}\rangle=\tfrac14\cdot2\cdot\sqrt3=\tfrac{\sqrt3}{2},
\]

and \(\langle\frac12|J_x^2|{-\frac32}\rangle\) has the same value. Next, \(\{J_z,J_x\}\) multiplies an element of \(J_x\) by the mean of the two \(J_z\) values. This gives \(\sqrt3/2\) between \(3/2\) and \(1/2\), zero between \(1/2\) and \(-1/2\), and \(-\sqrt3/2\) between \(-1/2\) and \(-3/2\). In the order \(3/2,1/2,-1/2,-3/2\),

\[
H=\begin{pmatrix}P_H&-S&-R&0\\-S&P_L&0&-R\\-R&0&P_L&S\\0&-R&S&P_H\end{pmatrix},
\]
\[
R=\tfrac{\sqrt3}{2}\gamma_2k^2,\qquad S=\sqrt3\,\gamma_3\,k\,k_z .
\]

**Why cubic symmetry survives**

In the bulk, set \(k_z=0\). Then \(S=0\), and the states \(3/2\) and \(-1/2\) form the block

\[
\frac{k^2}{2}\begin{pmatrix}\gamma_1+\gamma_2&-\sqrt3\gamma_2\\-\sqrt3\gamma_2&\gamma_1-\gamma_2\end{pmatrix}.
\]

Its eigenvalues are \(\frac12k^2\left(\gamma_1\pm\sqrt{\gamma_2^2+3\gamma_2^2}\right)=\frac12k^2(\gamma_1\pm2\gamma_2)\). The heavy mass 0.25 is there along [100], as you argued. For the heavy eigenvector \((a,b)\), the first row gives \(3\gamma_2a=\sqrt3\gamma_2b\), so \(b=\sqrt3\,a\), and the weight of \(J_z=3/2\) is only \(1/4\). This is an eigenstate of \(J_x^2\) with eigenvalue \(9/4\), a combination of \(J_x=+3/2\) and \(J_x=-3/2\), since for \(\mathbf k\parallel x\) the Hamiltonian contains only \(J_x^2\).

A bulk heavy hole moving along a cube axis thus has its angular momentum quantized along that axis, the direction of its own wave vector. In the well, confinement chooses \(z\) instead. At \(k=0\) both \(R\) and \(S\) vanish, \(k_z\) becomes \(-i\,d/dz\), and with \(q=\pi/L\) the levels are

\[
E_{Hn}=(\gamma_1-2\gamma_2)\frac{n^2q^2}{2},\qquad E_{Ln}=(\gamma_1+2\gamma_2)\frac{n^2q^2}{2}.
\]

The wave functions are \(\varphi_n=\sqrt{2/L}\,\sin(nqz)\). The splitting \(E_{L1}-E_{H1}=2\gamma_2q^2\) keeps HH1 close to \(J_z=\pm3/2\) while \(k\) is small, whereas the bulk heavy state along \(x\) has only weight \(1/4\) on \(J_z=\pm3/2\). Near the subband edge HH1 is therefore not that state.

For \(L=200\) bohr (10.58 nm), \(q^2/2=0.12337\) mHa. The lowest levels are

- HH1: \(4\times0.12337=0.4935\) mHa,
- LH1: \(10\times0.12337=1.2337\) mHa,
- HH2: \(16\times0.12337=1.9739\) mHa.

HH1 and LH1 are 0.7402 mHa, or 20.14 meV, apart.

**The actual mass at the subband edge**

The value \(1/(\gamma_1+\gamma_2)\) is not yet the curvature of HH1. The coupling \(S\) is linear in \(k\), so its second-order energy is proportional to \(k^2\), just like the kinetic energy. \(R\) is already quadratic and contributes only from order \(k^4\).

The required matrix element, with \(\theta=qz\), is

\[
\langle m|\tfrac{d}{dz}|n\rangle=\frac{2n}{L}\int_0^\pi\sin m\theta\cos n\theta\,d\theta .
\]

Write the product as \(\frac12[\sin(m+n)\theta+\sin(m-n)\theta]\). The integral of \(\sin p\theta\) is \(2/p\) for odd \(p\) and zero for even \(p\). For odd \(m+n\) this gives

\[
\langle m|\tfrac{d}{dz}|n\rangle=\frac{2n}{L}\left[\frac1{m+n}+\frac1{m-n}\right]=\frac{4mn}{L(m^2-n^2)},
\]

and for even \(m+n\) it gives zero. HH1 is therefore coupled by \(S\) to LH2, LH4 and so on, but not to LH1. \(S\) does not link the two degenerate HH1 states at second order, because it takes \(3/2\) only to \(1/2\) and \(-3/2\) only to \(-1/2\), so the two states share no intermediate state. Ordinary perturbation theory then applies:

\[
E=E_{H1}+\frac{\gamma_1+\gamma_2}{2}k^2-3\gamma_3^2k^2\sum_{m\ \rm even}\frac{16m^2}{L^2(m^2-1)^2\,(E_{Lm}-E_{H1})}.
\]

Let \(a=\gamma_1+2\gamma_2\), \(b=\gamma_1-2\gamma_2\) and \(c^2=b/a\). The denominator contains \(E_{Lm}-E_{H1}=(\pi^2/2L^2)\,a(m^2-c^2)\), so \(L\) cancels. The inverse mass is twice the coefficient of \(k^2\):

\[
\frac1{m_{H1}}=\gamma_1+\gamma_2-\frac{192\gamma_3^2}{\pi^2a}\,T,\qquad T=\sum_{m\ \rm even}\frac{m^2}{(m^2-1)^2(m^2-c^2)} .
\]

Partial fractions in \(m^2\) split each term of \(T\) into

\[
\frac{1}{1-c^2}\frac1{(m^2-1)^2}+\frac{c^2}{(1-c^2)^2}\left[\frac1{m^2-c^2}-\frac1{m^2-1}\right].
\]

Three sums over even \(m\) are needed.

- \(1/(m^2-1)=\frac12\left[\frac1{m-1}-\frac1{m+1}\right]\) telescopes to \(\frac12\).
- Squaring that identity and using \(\sum_{p\ \rm odd}p^{-2}=\pi^2/8\) gives \(\sum(m^2-1)^{-2}=\frac14\left[\frac{\pi^2}8+\left(\frac{\pi^2}8-1\right)-1\right]=\frac{\pi^2}{16}-\frac12\).
- The partial-fraction series of the cotangent gives \(\sum(m^2-c^2)^{-1}=\frac1{2c^2}-\frac{\pi}{4c}\cot\frac{\pi c}2\).

On insertion, the terms \(\pm\frac12/(1-c^2)\) cancel, leaving

\[
T=\frac{\pi^2}{16(1-c^2)}F(c),\qquad F(x)=1-\frac{4x\cot(\pi x/2)}{\pi(1-x^2)} .
\]

Since \(a(1-c^2)=a-b=4\gamma_2\),

\[
\frac1{m_{H1}}=\gamma_1+\gamma_2-\frac{3\gamma_3^2}{\gamma_2}F(c).
\]

For LH1 the roles of \(a\) and \(b\) are exchanged. Then \(c\) becomes \(1/c\), and \(4\gamma_2\) becomes \(b-a=-4\gamma_2\), which reverses the sign of the correction:

\[
\frac1{m_{L1}}=\gamma_1-\gamma_2+\frac{3\gamma_3^2}{\gamma_2}F(1/c).
\]

Both results hold for any in-plane direction. Rotating \(\mathbf k\) only gives \(S\) a phase, and the diagonal terms depend on \(k_x^2+k_y^2\).

For your parameters the inverse masses are 7.494 for HH1 and \(-0.393\) for LH1; direct diagonalization gives the same values. The HH1 mass is thus 0.133, about 13% above the unmixed 0.1176 but still little more than half of 0.25. When LH2 is deleted from the basis, the HH1 inverse mass returns to 8.454, so LH2 causes most of the shift.

LH1 changes far more. Its band-edge mass is \(-2.54\): its hole energy at first falls slightly with \(k\). This holds only very near \(k=0\). In the table below, \(E_2\) at \(k=0.5\,q\) is already above its \(k=0\) value of 1.2337 mHa. Deleting HH2 restores the inverse mass to 5.371, which identifies HH2, the next level above LH1, as the main cause. The comparison "HH1 is lighter than LH1" therefore belongs to the unmixed masses; in this hard-wall well the coupled LH1 edge does not even have a positive mass. The negative sign is the small remainder of 5.5 and a correction of \(-5.89\). It is shown here only for hard walls and should not be carried over to a well with finite barriers, where the LH1 edge mass can be positive.

The LH1 formula diverges when LH1 and HH2 coincide, at \(\gamma_1+2\gamma_2=4(\gamma_1-2\gamma_2)\). Close to that point a parabola describes LH1 only at very small \(k\), and at the point itself \(S\) splits the levels linearly in \(k\).

The unmixed HH1 mass becomes accurate if the light-hole levels are pushed far up, for instance by strain of the suitable sign. Every denominator in the HH1 sum then grows and the correction disappears.

**Where the parabolas meet**

The diagonal HH1 and LH1 energies are equal when \(\gamma_2k^2=2\gamma_2q^2\), that is, at \(k=\sqrt2\,q=0.0222\) bohr\(^{-1}\). In units of \(q^2/2\), both are then 21, from \(4+8.5\times2\) and \(10+5.5\times2\), which is 2.591 mHa.

First keep only these two subbands. \(S\) has no element between them, because \(\langle1|d/dz|1\rangle=0\), but \(R\) has. The mean of the diagonal energies is \(\gamma_1(k^2+q^2)/2\), and half their difference is \(\gamma_2(k^2/2-q^2)\). Therefore

\[
E_\pm=\frac{\gamma_1}{2}(k^2+q^2)\pm\gamma_2\sqrt{\left(\frac{k^2}2-q^2\right)^2+\frac34k^4}
\]
\[
\phantom{E_\pm}=\frac{\gamma_1}{2}(k^2+q^2)\pm\gamma_2\sqrt{k^4-k^2q^2+q^4}.
\]

At the unmixed crossing the separation is \(2\sqrt3\,\gamma_2q^2\), larger than the splitting \(2\gamma_2q^2\) at \(k=0\). In numbers, the levels are 1.950 and 3.232 mHa. Writing the radicand as \((k^2-q^2/2)^2+\frac34q^4\) shows that the closest approach is at \(k=q/\sqrt2\), where the separation is still \(\sqrt3/2\) of its value at \(k=0\). This is a broad anticrossing, not a small gap opened in two otherwise intact parabolas.

The two limits of the lower branch answer your question about the mass within this model. For \(k\ll q\) the root is about \(q^2-k^2/2\), and the coefficient of \(k^2/2\) is \(\gamma_1+\gamma_2\). For \(k\gg q\) the root is about \(k^2-q^2/2\), and the coefficient is \(\gamma_1-2\gamma_2\). The subband starts light and becomes heavy.

**What the other subbands change**

With \(S\) included, one can still ask which coupling keeps HH1 and LH1 apart. Suppose \(R\) is removed. \(S\) connects \(3/2\) with \(1/2\), and \(-1/2\) with \(-3/2\), and it reverses the parity about the middle of the well. HH1 then mixes with light-hole states of odd parity (LH2, LH4, ...), and LH1 with heavy-hole states of odd parity (HH2, HH4, ...). These sets are not connected, so HH1 and LH1 may cross, and the calculation finds that they do, at \(k=1.118\,q\). Restoring \(R\) separates them there by 0.587 mHa, or 16.0 meV. \(R\) is what opens the gap, while \(S\) reshapes both subbands.

The full calculation along [100] gives the following, where \(w\) is the \(J_z=\pm3/2\) weight of the lowest subband and \(m_v=k/(dE_1/dk)\) is its velocity mass.

| \(k/q\) | \(E_1\) (mHa) | \(E_2\) (mHa) | \(w\) | \(m_v\) |
|---|---|---|---|---|
| 0.1 | 0.503 | 1.233 | 1.00 | 0.134 |
| 0.5 | 0.713 | 1.268 | 0.98 | 0.149 |
| 1.0 | 1.185 | 1.691 | 0.65 | 0.263 |
| 1.414 | 1.609 | 2.455 | 0.45 | 0.298 |
| 2.0 | 2.468 | 3.652 | 0.37 | 0.278 |
| 5.0 | 12.536 | 13.329 | 0.29 | 0.252 |
| 20.0 | 197.47 | 197.73 | 0.25 | 0.250 |

At \(k=\sqrt2\,q\) the lowest level lies at 1.609 mHa, well below the 1.950 mHa of the two-subband model, so that model gives the mechanism but not accurate energies. The velocity mass also overshoots 0.25 before settling. The two-subband branch cannot do this. Its inverse velocity mass is

\[
\gamma_1-\gamma_2\frac{2x-1}{\sqrt{x^2-x+1}},\qquad x=\frac{k^2}{q^2},
\]

and the derivative of the fraction is \(\frac32(x^2-x+1)^{-3/2}>0\). The inverse mass therefore falls steadily towards \(\gamma_1-2\gamma_2\) without passing it. The overshoot comes from the coupling \(S\) to the other subbands.

**Why the heavy mass returns**

The large-\(k\) limit can be established with all subbands included. Subtract the mean \((P_H+P_L)/2\) from the bulk matrix and square the remainder. The off-diagonal products cancel, so the lower bulk energy is

\[
\varepsilon=\frac{\gamma_1}2(k^2+k_z^2)-\sqrt G,
\]
\[
G=\gamma_2^2k^4+\beta k^2k_z^2+\gamma_2^2k_z^4,\qquad \beta=3\gamma_3^2-\gamma_2^2 .
\]

If \(\gamma_3\ge\gamma_2\), then \(\beta\ge2\gamma_2^2\), and \(G\) does not exceed \(\left(\gamma_2k^2+\beta k_z^2/2\gamma_2\right)^2\). Consequently

\[
\varepsilon\ge\frac{\gamma_1-2\gamma_2}2k^2+\frac12\left(\gamma_1-\frac{\beta}{\gamma_2}\right)k_z^2 .
\]

For your parameters \(\beta/\gamma_2=(12-2.25)/1.5=6.5\), which is less than \(\gamma_1=7\), so the last term is not negative. A well state vanishes at the walls and can be continued by zero outside them. It is then a superposition of bulk waves with the same \(k\), and its energy cannot lie below the bulk minimum.

For an upper bound, take the bulk heavy spinor for \(\mathbf k\parallel x\) multiplied by \(\varphi_1\). The expectation value of \(S\) vanishes. With weights \(1/4\) and \(3/4\), the \(k_z^2\) terms give \(\frac14(\gamma_1-2\gamma_2)+\frac34(\gamma_1+2\gamma_2)=\gamma_1+\gamma_2\). Together,

\[
\frac{\gamma_1-2\gamma_2}{2}k^2\le E_1\le\frac{\gamma_1-2\gamma_2}{2}k^2+\frac{\gamma_1+\gamma_2}{2}q^2 .
\]

The allowed interval has a fixed width while \(k^2\) grows, so \(2E_1/k^2\) tends to \(\gamma_1-2\gamma_2\). If \(\gamma_1<\beta/\gamma_2\), the bulk minimum at fixed \(k\) moves to nonzero \(k_z\), so the argument for the lower bound fails, and at large \(k\) the lowest level can fall below \((\gamma_1-2\gamma_2)k^2/2\).

The last rows of the table show this limit of the four-band model. Energies of 197 mHa, more than 5 eV, are far outside the range where such a model describes a semiconductor.

For a hard-wall well with your parameters, then, use about 0.13 for HH1 near \(k=0\); finite barriers are not treated here and change the coupling sum. Once \(k\) is comparable with \(\pi/L\), no single mass is adequate and the coupled dispersion is needed. The value 0.25 describes the lowest subband only along [100] (or the equivalent [010]) and at larger \(k\), where it is no longer mainly a \(J_z=\pm3/2\) state. The numerical check covers the mass formulas, the crossing without \(R\), and the two bounds.

## Values computed for the example and the checks

```
gamma1, gamma2, gamma3 = 7.0, 1.5, 2.0 (dimensionless)
well width L = 200 bohr = 10.58 nm
q = pi/L = 0.015708 1/bohr; q^2/2 = 0.12337 mHa
Masses in electron masses:
  along z: HH 0.2500, LH 0.1000
  in plane, unmixed: HH 0.1176, LH 0.1818
  in plane, true band edge: HH1 0.1334, LH1 -2.54
Inverse in-plane masses at k=0 (1/electron mass):
  unmixed: HH 8.500, LH 5.500
  diagonalization: HH1 7.494, LH1 -0.393
  closed formula: HH1 7.494, LH1 -0.393
  HH1 with LH2 deleted: 8.454
  LH1 with HH2 deleted: 5.371
k=0 levels (mHa): HH1 0.4935, LH1 1.2337, HH2 1.9739
HH1-LH1 splitting at k=0: 0.7402 mHa = 20.14 meV
unmixed crossing: k/q = 1.4142, k = 0.02221 1/bohr, E = 2.5908 mHa
  two-subband model there: 1.9497 and 3.2318 mHa
two-subband closest approach: k/q = 0.7071, separation/splitting(k=0) = 0.8660
crossing with S but no R: k/q = 1.1181
  separation there with R restored: 0.5866 mHa = 15.96 meV
Full result along [100]; E1, E2 = two lowest subbands;
w = Jz=+-3/2 weight of E1; m_v = k/(dE1/dk) in electron masses
  k/q   unmixed HH1 (mHa)   E1 (mHa)   E2 (mHa)      w     m_v
 0.100          0.5040         0.5027     1.2333    1.000  0.1339
 0.500          0.7556         0.7133     1.2682    0.976  0.1492
 1.000          1.5421         1.1855     1.6911    0.653  0.2630
 1.414          2.5908         1.6090     2.4548    0.452  0.2981
 2.000          4.6881         2.4680     3.6518    0.375  0.2778
 3.000          9.9313         4.7816     5.9252    0.328  0.2601
 5.000         26.7096        12.5358    13.3294    0.288  0.2521
10.000        105.3580        49.4574    49.8727    0.261  0.2502
20.000        419.9517       197.4721   197.7356    0.253  0.2500
bulk heavy mass along [100]: 0.2500 electron masses
```
